# Projected Dirac position: noncommuting components and the Newton–Wigner operator

## A displaced electron

Take a free electron whose momentum distribution is a Gaussian, with mean momentum $mc$ along $x$ and a spread of $0.25\,mc$ in each direction. Its spin points up along $z$, in the sense that the two-component amplitude $\varphi$ introduced below is an eigenstate of $\sigma_z$ with eigenvalue $+1$, and its Newton–Wigner position has mean value zero. If the ordinary Dirac position is restricted to positive-energy states, the mean $y$ coordinate of the same electron is $-0.1353\,\bar\lambda$, or $-0.0522$ pm, where $\bar\lambda=\hbar/(mc)$ is the reduced Compton wavelength. The unrestricted Dirac position has the same mean in this state; the restriction matters for products of position components, not for a single mean value. Nothing pushes the electron sideways. Two different operators are being called position, and they differ by a term that depends on spin. The same term is tied to the fact that the components of the restricted position do not commute.

The symbols $\hbar$, $m$ and $c$ are kept in the formulas. In Rydberg atomic units $\hbar=1$, $m=1/2$ and $c=274.07$, so that $\bar\lambda=1/137.036=0.0072974$ bohr, which is $0.38616$ pm.

## The operator and the claim

The free Dirac Hamiltonian in momentum space is

$$h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2,\qquad h^2=E^2,\qquad E=\sqrt{c^2p^2+m^2c^4},$$

with $m>0$. The projector on positive energies is $\Lambda=\tfrac12(1+h/E)$. The position is $x_i=i\hbar\,\partial_i$, where $\partial_i=\partial/\partial p_i$, and its components commute. The projected position is

$$X_i=\Lambda x_i\Lambda .$$

All operators act on states that are smooth in $\mathbf p$ and fall off rapidly, so that the products below are defined. With $\Sigma_k$ the four-component spin matrices, the claim is

$$[X_i,X_j]=-\,i\,\frac{\hbar^2c^2}{2E^2}\,\epsilon_{ijk}\,\Lambda\Sigma_k\Lambda. \tag{1}$$

## First derivation: projector algebra

Since $\Lambda^2=\Lambda$, we have $X_iX_j=\Lambda x_i\Lambda x_j\Lambda$. Write the middle projector as $1-(1-\Lambda)$:

$$X_iX_j=\Lambda x_ix_j\Lambda-\Lambda x_i(1-\Lambda)x_j\Lambda. \tag{2}$$

The first term is symmetric in $i,j$ and drops out of the commutator. The second contains the negative-energy intermediate states that the projection removes. To evaluate it, use $[x_i,\Lambda]=i\hbar\,\partial_i\Lambda$:

$$\Lambda x_i(1-\Lambda)=\Lambda x_i-\Lambda x_i\Lambda=-\Lambda[x_i,\Lambda]=-i\hbar\,\Lambda\,\partial_i\Lambda,$$

$$(1-\Lambda)x_j\Lambda=x_j\Lambda-\Lambda x_j\Lambda=[x_j,\Lambda]\Lambda=i\hbar\,(\partial_j\Lambda)\Lambda .$$

Because $(1-\Lambda)^2=1-\Lambda$, the second term of (2) is minus the product of these two expressions. As $(-i\hbar)(i\hbar)=\hbar^2$,

$$[X_i,X_j]=-\hbar^2\,\Lambda\,[\partial_i\Lambda,\partial_j\Lambda]\,\Lambda. \tag{3}$$

Now set $n=h/E$. Using $\partial_iE=c^2p_i/E$,

$$\partial_i\Lambda=\tfrac12\,\partial_i n=\tfrac12\left(\frac{c\,\alpha_i}{E}-v_i\,n\right),\qquad v_i=\frac{c^2p_i}{E^2}.$$

On positive-energy states $n\Lambda=\Lambda n=\Lambda$. In the product $\Lambda(\partial_in)(\partial_jn)\Lambda$, each $n$ can therefore be absorbed in a neighbouring $\Lambda$:

$$\Lambda(\partial_in)(\partial_jn)\Lambda=\frac{c^2}{E^2}\Lambda\alpha_i\alpha_j\Lambda-\frac cE\,\Lambda(v_i\alpha_j+v_j\alpha_i)\Lambda+v_iv_j\Lambda. \tag{4}$$

The last two terms are symmetric in $i,j$. Antisymmetrizing, with $[\alpha_i,\alpha_j]=2i\epsilon_{ijk}\Sigma_k$ and the factor $\tfrac14$ from the two halves, gives

$$\Lambda[\partial_i\Lambda,\partial_j\Lambda]\Lambda=\frac14\,\frac{c^2}{E^2}\,2i\,\epsilon_{ijk}\Lambda\Sigma_k\Lambda=\frac{ic^2}{2E^2}\,\epsilon_{ijk}\Lambda\Sigma_k\Lambda .$$

Inserting this in (3) yields (1).

## Second derivation: two-component amplitudes

A positive-energy state can be written $\psi=U\varphi$, where $\varphi(\mathbf p)$ has two components and

$$U=N\begin{pmatrix}E+mc^2\\ c\,\boldsymbol\sigma\cdot\mathbf p\end{pmatrix},\qquad N^2=\frac1{2E(E+mc^2)} .$$

From $c^2p^2=(E-mc^2)(E+mc^2)$ one finds

$$U^\dagger U=N^2(E+mc^2)\left[(E+mc^2)+(E-mc^2)\right]=1 .$$

The columns of $U$ satisfy $hU=EU$. The upper row of this equation is $c^2p^2+mc^2(E+mc^2)=E(E+mc^2)$, and the lower row is $c\,\boldsymbol\sigma\cdot\mathbf p\,[(E+mc^2)-mc^2]=E\,c\,\boldsymbol\sigma\cdot\mathbf p$. Hence $\Lambda U=U$, and $X_i$ acts on $\varphi$ as

$$U^\dagger x_iU=i\hbar\,\partial_i+A_i,\qquad A_i=i\hbar\,U^\dagger\partial_iU .$$

Let $a=N(E+mc^2)$ and $b=Nc$. Then

$$U^\dagger\partial_iU=a\,\partial_ia+b\,p^2\,\partial_ib+b^2(\boldsymbol\sigma\cdot\mathbf p)\sigma_i,\qquad(\boldsymbol\sigma\cdot\mathbf p)\sigma_i=p_i-i(\mathbf p\times\boldsymbol\sigma)_i .$$

The terms without spin add up to $\tfrac12\partial_i(a^2+b^2p^2)$, which vanishes because the bracket equals 1. What remains is $-ib^2(\mathbf p\times\boldsymbol\sigma)_i$, so

$$\mathbf A=\hbar g\,\mathbf p\times\boldsymbol\sigma,\qquad g=\frac{c^2}{2E(E+mc^2)} . \tag{5}$$

The commutator in this representation is

$$[X_i,X_j]=i\hbar(\partial_iA_j-\partial_jA_i)+[A_i,A_j].$$

It is worth computing for an arbitrary function $g(p)$, since the general result is needed again below. The first part is $i\hbar^2\epsilon_{ijk}$ times the $k$ component of

$$\nabla\times(g\,\mathbf p\times\boldsymbol\sigma)=g(\boldsymbol\sigma-3\boldsymbol\sigma)+\frac{g'}p\left[\mathbf p(\mathbf p\cdot\boldsymbol\sigma)-p^2\boldsymbol\sigma\right]=-2g\,\boldsymbol\sigma-pg'\boldsymbol\sigma_\perp .$$

Here $\boldsymbol\sigma_\parallel=\mathbf p(\mathbf p\cdot\boldsymbol\sigma)/p^2$ and $\boldsymbol\sigma_\perp=\boldsymbol\sigma-\boldsymbol\sigma_\parallel$. For the second part write $(\mathbf p\times\boldsymbol\sigma)_i=(\mathbf e_i\times\mathbf p)\cdot\boldsymbol\sigma$ and use $[\mathbf a\cdot\boldsymbol\sigma,\mathbf b\cdot\boldsymbol\sigma]=2i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma$. Since $(\mathbf e_i\times\mathbf p)\times(\mathbf e_j\times\mathbf p)=\mathbf p\,\epsilon_{ijk}p_k$, it equals $2i\hbar^2g^2\epsilon_{ijk}\,p^2\sigma_{\parallel k}$. Together,

$$[X_i,X_j]=i\hbar^2\epsilon_{ijk}\left[-2g(1-gp^2)\,\boldsymbol\sigma_\parallel-(2g+pg')\,\boldsymbol\sigma_\perp\right]_k . \tag{6}$$

For the $g$ of (5), $gp^2=(E-mc^2)/(2E)$. The two coefficients are then

$$2g(1-gp^2)=\frac{c^2}{E(E+mc^2)}\,\frac{E+mc^2}{2E}=\frac{c^2}{2E^2},$$

$$2g+pg'=\frac1p\frac{d}{dp}(p^2g)=\frac1p\frac{d}{dp}\left(\frac12-\frac{mc^2}{2E}\right)=\frac{mc^4}{2E^3} .$$

Therefore

$$[X_i,X_j]=-i\,\frac{\hbar^2c^2}{2E^2}\,\epsilon_{ijk}\left[\boldsymbol\sigma_\parallel+\frac{mc^2}E\,\boldsymbol\sigma_\perp\right]_k . \tag{7}$$

This agrees with (1) if the bracket is the projected spin. To check, use $(\boldsymbol\sigma\cdot\mathbf p)\boldsymbol\sigma(\boldsymbol\sigma\cdot\mathbf p)=2\mathbf p(\mathbf p\cdot\boldsymbol\sigma)-p^2\boldsymbol\sigma=p^2(\boldsymbol\sigma_\parallel-\boldsymbol\sigma_\perp)$:

$$U^\dagger\boldsymbol\Sigma U=\frac{(E+mc^2)(\boldsymbol\sigma_\parallel+\boldsymbol\sigma_\perp)+(E-mc^2)(\boldsymbol\sigma_\parallel-\boldsymbol\sigma_\perp)}{2E}=\boldsymbol\sigma_\parallel+\frac{mc^2}E\,\boldsymbol\sigma_\perp .$$

## Slow and fast electrons

At $p=0$ the result is $[X_i,X_j]=-\tfrac i2\bar\lambda^2\epsilon_{ijk}\sigma_k$. The coefficient is $2.663\times10^{-5}$ bohr$^2$. This is the sense in which the noncommutativity is of order the Compton wavelength squared, and the estimate holds for momenta up to order $mc$. At $p=mc$ the coefficients are $0.250\,\bar\lambda^2$ for the spin component along $\mathbf p$ and $0.177\,\bar\lambda^2$ for the components across it.

For $p\gg mc$ the longitudinal coefficient tends to $\hbar^2/(2p^2)$, in which the mass no longer appears. The transverse one falls as $p^{-3}$. At $p=10\,mc$ they are $0.00495\,\bar\lambda^2$ and $0.00049\,\bar\lambda^2$; the limiting form gives $0.005\,\bar\lambda^2$ for the first. The relevant length for a fast electron is thus $\hbar/p$. For a massless particle this form would hold down to $p=0$, where it diverges, which is why $m>0$ was assumed.

## The Newton–Wigner position

Define $\mathbf q$ as the operator that acts on $\varphi$ as $i\hbar\nabla_p$. Its components commute, and with $\mathbf S=\hbar\boldsymbol\sigma/2$ equation (5) reads

$$\mathbf X=\mathbf q+\frac{c^2\,\mathbf p\times\mathbf S}{E(E+mc^2)} . \tag{8}$$

The choice of $U$ entered this definition. Replacing $U$ by $UV(\mathbf p)$, with $V$ a unitary $2\times2$ matrix that varies with $\mathbf p$, would make $i\hbar\nabla_p$ a different physical operator. Something must single out $\mathbf q$. Symmetry does so when combined with commuting components and regularity at $p=0$. For the $U$ chosen here the symmetries act on $\varphi$ in their simplest form. A rotation $R$ with spin matrix $s$, for which $s(\boldsymbol\sigma\cdot\mathbf p)s^\dagger=\boldsymbol\sigma\cdot R\mathbf p$, obeys $\mathrm{diag}(s,s)\,U(\mathbf p)\,s^\dagger=U(R\mathbf p)$, so it rotates the argument and the spin of $\varphi$ together. Parity, $\psi(\mathbf p)\to\beta\psi(-\mathbf p)$, becomes $\varphi(\mathbf p)\to\varphi(-\mathbf p)$ because $\beta U(-\mathbf p)=U(\mathbf p)$. Time reversal, $\psi(\mathbf p)\to\Sigma_y\psi^*(-\mathbf p)$ up to a phase, becomes $\varphi(\mathbf p)\to\sigma_y\varphi^*(-\mathbf p)$, because $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$ gives $\Sigma_yU^*(-\mathbf p)\sigma_y=U(\mathbf p)$. Under these operations $\mathbf q=i\hbar\nabla_p$ is a vector, changes sign under parity, and is unchanged by time reversal, where $i$ and $\nabla_p$ both change sign. The difference between $\mathbf q$ and any other position with these properties must therefore have them too.

Suppose $\mathbf Q$ is another Hermitian position with $[Q_i,p_j]=i\hbar\delta_{ij}$. Then $\mathbf Q-\mathbf q$ commutes with $\mathbf p$, so it is a $2\times2$ matrix function of $\mathbf p$. If it is a vector under rotations, it is a combination of $\mathbf p$, $\boldsymbol\sigma$, $\mathbf p(\mathbf p\cdot\boldsymbol\sigma)$ and $\mathbf p\times\boldsymbol\sigma$, with coefficients depending on $|\mathbf p|$ that are real, because $\mathbf Q-\mathbf q$ is Hermitian. A position changes sign under parity, where $\mathbf p\to-\mathbf p$ and $\boldsymbol\sigma\to\boldsymbol\sigma$. This excludes $\boldsymbol\sigma$ and $\mathbf p(\mathbf p\cdot\boldsymbol\sigma)$. It is unchanged by time reversal, where both $\mathbf p$ and $\boldsymbol\sigma$ change sign. This excludes $\mathbf p$. What survives is $\hbar g(p)\,\mathbf p\times\boldsymbol\sigma$.

Equation (6) now applies to $\mathbf Q$. Commuting components require $g(1-gp^2)=0$, so $g=0$ or $g=1/p^2$ at each $p$, and continuity forbids switching between the two at $p>0$. The second choice also satisfies $2g+pg'=2/p^2-2/p^2=0$, but it is singular at $p=0$. Under the stated symmetries and regularity at $p=0$, the position with commuting components is $\mathbf q$.

The two positions move alike. On positive-energy states $h$ acts as $E$, and $\mathbf A$ commutes with $E$, so

$$\frac{d\mathbf X}{dt}=\frac{d\mathbf q}{dt}=\frac i\hbar\,[E,i\hbar\nabla_p]=\nabla_pE=\frac{c^2\mathbf p}{E} .$$

Neither shows the rapid oscillation of the unprojected Dirac position, which appears in mean values only for states that mix positive and negative energies. For a free electron the separation of $\mathbf X$ and $\mathbf q$ is constant in time.

## What the projection does to a potential

In a no-pair Hamiltonian with free projectors, a potential $V(\mathbf x)$ enters as $\Lambda V\Lambda$. For $V=\tfrac12kx^2$ this can be worked out in closed form. Equation (2) with $i=j$, summed, gives $\Lambda x^2\Lambda=X^2+W$ with $W=\hbar^2\sum_i\Lambda(\partial_i\Lambda)^2\Lambda$. Sandwiching $\{\alpha_i,h\}=2cp_i$ between projectors gives $\Lambda\alpha_i\Lambda=(cp_i/E)\Lambda$, so (4) yields

$$W=\frac{\hbar^2}4\left(\frac{3c^2}{E^2}-\frac{2c^4p^2}{E^4}+\frac{c^4p^2}{E^4}\right)=\frac{\hbar^2}4\left(\frac{2c^2}{E^2}+\frac{m^2c^6}{E^4}\right),$$

where $c^2p^2=E^2-m^2c^4$ was used. Next, $X^2=q^2+\mathbf q\cdot\mathbf A+\mathbf A\cdot\mathbf q+A^2$. Since $\nabla_p\cdot\mathbf A=0$, the two mixed terms are equal and add up to $2\hbar g\,\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)$. The square is $A^2=\hbar^2g^2\sum_i|\mathbf e_i\times\mathbf p|^2=2\hbar^2g^2p^2$. Hence

$$U^\dagger x^2U=q^2+2\hbar g\,\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)+2\hbar^2g^2p^2+W .$$

At low momentum $g\to1/(4m^2c^2)$ and $W\to\tfrac34\bar\lambda^2$. Multiplying by $k/2$ gives the spin–orbit term $\hbar k\,\boldsymbol\sigma\cdot(\mathbf q\times\mathbf p)/(4m^2c^2)$ and the constant $\tfrac38k\bar\lambda^2$. With $\nabla^2V=3k$ the constant is the Darwin term $\hbar^2\nabla^2V/(8m^2c^2)$. In this model the spin–orbit coupling comes from the shift between $\mathbf X$ and $\mathbf q$, and the Darwin term from the part of $x^2$ that $X^2$ lacks.

## Reading the packet

For sharp momentum $mc$ along $x$ we have $E=\sqrt2\,mc^2$, and $\mathbf p\times\boldsymbol\sigma$ points along $-y$ for spin up. Equation (8) gives

$$\langle Y\rangle=-\frac{\bar\lambda}{2\sqrt2(\sqrt2+1)}=-0.1464\,\bar\lambda .$$

Averaging the same formula over the momentum distribution of the packet gives $-0.1353\,\bar\lambda$. Applying $\Lambda x\Lambda$ directly on a momentum grid gives the same value, so the sideways displacement is the term (8).

The spin is perpendicular to the mean momentum, so the transverse coefficient governs $\langle[X,Y]\rangle/i$. Its sharp-momentum value is $-0.1768\,\bar\lambda^2$, and the packet gives $-0.1754\,\bar\lambda^2$, or $-9.34\times10^{-6}$ bohr$^2$. The uncertainty relation then requires

$$\Delta X\,\Delta Y\ge\tfrac12(0.1754)\,\bar\lambda^2=0.0877\,\bar\lambda^2 .$$

The packet has $\Delta X\,\Delta Y=4.002\,\bar\lambda^2$, far above the bound, because its amplitude $\varphi$, taken as a real Gaussian, has a Newton–Wigner width of $2\bar\lambda$ in each direction, the smallest that its momentum spread allows. For spin along $z$ the bound tends to $\bar\lambda^2/4$ as the momentum distribution contracts to $p=0$, but the widths themselves then grow without limit.

The part of $\langle x^2\rangle$ lost when $\mathbf x$ is replaced by $\mathbf X$ is $0.303\,\bar\lambda^2$, compared with $0.75\,\bar\lambda^2$ at rest. At sharp $p=mc$ the formula for $W$ gives $\tfrac14(1+\tfrac14)\bar\lambda^2=0.3125\,\bar\lambda^2$. The numerical output below also lists the relative errors of the operator identities on the grid, evaluated on a separate test state with both spin components present. Each is the norm of the difference of the two sides applied to that state, divided by the norm of the formula side; the size of $[q_i,q_j]\psi$ is given relative to the norm of $[X_i,X_j]\psi$.

## What each derivation assumes

Both derivations assume a free electron with $m>0$ and smooth, rapidly decreasing states. If the projector is built from a Hamiltonian that contains a position-dependent potential, $\Lambda$ is in general no longer a function of $\mathbf p$ alone. Then $[x_i,\Lambda]$ is not given by the free derivative, and neither (1) nor (8) can be taken over unchanged.

The first derivation needs the projector and the Dirac matrices, but no basis of spinors. Up to (3) it uses just $\Lambda^2=\Lambda$, commuting $x_i$ and a $\Lambda$ that is a differentiable function of $\mathbf p$, so (3) holds for any such projector. It identifies the cause, the missing negative-energy intermediate states, but it does not produce a commuting position.

The second derivation needs a definite $U$, chosen here to be regular at $p=0$ so that the result covers that point too. Both $\mathbf A$ and the operator represented by $i\hbar\nabla_p$ depend on that choice, while $\mathbf X$ does not. In return it gives the separation (8) and, through (6) for general $g$, the argument that fixes $\mathbf q$. That argument has assumptions of its own: the canonical relation with $\mathbf p$, the behaviour under rotations, parity and time reversal, and regularity. Equation (1) does not need this symmetry argument; the canonical relation enters it through $x_i=i\hbar\,\partial_i$.

## Computed values

```
electron mass m = 0.5 (Rydberg a.u.)
speed of light c = 274.0720 (Rydberg a.u.)
momentum mc = 137.0360 hbar/bohr
reduced Compton wavelength lam = 0.0072974 bohr = 0.38616 pm
lam^2 = 5.32514e-05 bohr^2
commutator coefficient at p=0 = 2.66257e-05 bohr^2 = 0.5000 lam^2
bound on DX*DY at p=0, spin along z = 1.33128e-05 bohr^2
lost spread W at p=0 = 0.7500 lam^2
sharp momentum: coefficients along p, across p (lam^2); shift (lam)
  p/mc =  0.01: 0.499950 0.499925 0.002500
  p/mc =  0.10: 0.495050 0.492593 0.024814
  p/mc =  0.50: 0.400000 0.357771 0.105573
  p/mc =  1.00: 0.250000 0.176777 0.146447
  p/mc =  3.00: 0.050000 0.015811 0.113962
  p/mc = 10.00: 0.004950 0.000493 0.045025
packet: mean p_x/mc = 1.00, spread/mc = 0.25
grid points per direction = 48, half box = 2.50 mc
<Y> from L x L = -0.135265 lam = -9.87080e-04 bohr
<Y> from shift formula = -0.135265 lam
<Y> in picometres = -0.05223 pm
<[X,Y]>/i from L x L = -0.175428 lam^2
<[X,Y]>/i from formula = -0.175428 lam^2
<[X,Y]>/i in bohr^2 = -9.34177e-06 bohr^2
Newton-Wigner spread Dq_y = 2.00000 lam
DX = 2.00059 lam, DY = 2.00034 lam
DX*DY = 4.00187 lam^2
bound on DX*DY = 0.08771 lam^2
lost part of <x^2>, direct = 0.303221 lam^2
lost part of <x^2>, formula = 0.303221 lam^2
relative error, commutator of X = 4.7e-10
size of [q_i,q_j] relative to [X_i,X_j] = 3.5e-10
relative error, X = q + shift = 7.9e-11
relative error, velocity c^2 p/E = 3.1e-10
relative error, projected x^2 = 3.7e-10
```
